# Closure of $\alpha_x$ from 1s and its negative-energy share: test program

```python
"""Closure of alpha_x from the Dirac-Coulomb 1s state in B-spline bases.

Result under test: sum_n |<n|alpha_x|1s>|^2 = 1, while the positive-energy
states give only S_plus = zeta^2/3 * (1 + O(zeta^2)), zeta = Z/c, with the bound
    S_plus <= 4 W / (E_1s + E_2p1/2)^2,
    W = |(c p_x + V alpha_x) 1s|^2 = c^2 Z^2/3 + 4 Z^4/(3 g (2g-1)),
where g = sqrt(1 - zeta^2) and V = -Z/r.
Atomic units inside; energies include the rest energy c^2.
Spinor: (P Omega_kappa, i Q Omega_-kappa)/r.
Bases: 'plain' uses the same splines B for P and Q; 'balanced' (atomic balance)
uses B for P and c (B' + kappa B/r)/(2c^2 - V) for Q.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import BSpline
from scipy.linalg import eigh, qr, solve_triangular
from scipy.special import gammaln
from sympy import Rational
from sympy.physics.quantum.cg import CG

c = 1.0 / const.fine_structure
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10
DEGREE = 7
BOX = 40.0          # box radius times Z
INNER = 1e-3        # inner length scale of the grid times Z
HALF = Rational(1, 2)


def spinor(kappa, m):
    """Coefficients of Omega_{kappa m} keyed by (l, m_l, m_s)."""
    l = kappa if kappa > 0 else -kappa - 1
    j = abs(kappa) - HALF
    out = {}
    for ms in (HALF, -HALF):
        ml = m - ms
        if abs(ml) <= l:
            out[(l, ml, ms)] = float(CG(l, ml, HALF, ms, j, m).doit())
    return out


def sigma_x(bra, ket):
    return sum(v * bra.get((l, ml, -ms), 0.0)
               for (l, ml, ms), v in ket.items())


ang_upper = sigma_x(spinor(1, -HALF), spinor(1, HALF))
ang_lower = sigma_x(spinor(-1, -HALF), spinor(-1, HALF))
ang_p3 = sum(sigma_x(spinor(-2, m), spinor(1, HALF))**2
             for m in (-HALF, 3 * HALF))
ang_p3_lower = sum(sigma_x(spinor(2, m), spinor(-1, HALF))**2
                   for m in (-HALF, 3 * HALF))
assert abs(ang_upper + 1 / 3) < 1e-12 and abs(ang_lower - 1) < 1e-12
assert abs(ang_p3 - 8 / 9) < 1e-12 and ang_p3_lower < 1e-12


def make_grid(Z, intervals):
    """Quadrature points, weights, splines and their first derivatives."""
    s = np.linspace(0.0, np.log(1 + BOX / INNER), intervals + 1)
    x = INNER * np.expm1(s) / Z
    knots = np.r_[[x[0]] * DEGREE, x, [x[-1]] * DEGREE]
    u, wu = np.polynomial.legendre.leggauss(14)
    half = np.diff(x)[:, None] / 2
    r = (x[:-1, None] + half * (1 + u)).ravel()
    w = (half * wu).ravel()
    spl = BSpline(knots, np.eye(len(knots) - DEGREE - 1), DEGREE)
    return r, w, spl(r), spl.derivative(1)(r)


def orthonormal(functions, w, partner=None):
    """Orthonormalize columns by QR; transform partner columns alike."""
    scale = 1 / np.sqrt(w @ functions**2)
    functions = functions * scale
    R = qr(np.sqrt(w)[:, None] * functions, mode="economic")[1]
    new = solve_triangular(R, functions.T, trans="T").T
    if partner is None:
        return new
    return new, solve_triangular(R, (partner * scale).T, trans="T").T


def solve(Z, kappa, kind, grid):
    """Energies and radial functions of all basis eigenstates."""
    r, w, b, db = grid
    rc, wc = r[:, None], w[:, None]
    D = db + kappa * b / rc
    V = -Z / rc
    P, DP = orthonormal(b[:, 1:-1], w, D[:, 1:-1])
    if kind == "plain":
        Q = P
    else:
        # for kappa > 0 the spline at the box edge completes the Q set
        cut = slice(1, None) if kappa > 0 else slice(1, -1)
        Q = orthonormal(c * D[:, cut] / (2 * c**2 - V), w)
    upper = P.T @ (wc * (V + c**2) * P)
    lower = Q.T @ (wc * (V - c**2) * Q)
    K = c * Q.T @ (wc * DP)
    H = np.block([[upper, K.T], [K, lower]])
    E, vec = eigh((H + H.T) / 2)
    size = P.shape[1]
    return E, P @ vec[:size], Q @ vec[size:]


def exact_1s(Z, r):
    g = np.sqrt(1 - (Z / c)**2)
    log_norm = 0.5 * ((2 * g + 1) * np.log(2 * Z) - gammaln(2 * g + 1))
    shape = np.exp(log_norm + g * np.log(r) - Z * r)
    return np.sqrt((1 + g) / 2) * shape, -np.sqrt((1 - g) / 2) * shape


def image(kappa, Pa, Qa):
    """Radial components of alpha_x 1s in the channel kappa."""
    if kappa == 1:
        return ang_upper * Qa, -ang_lower * Pa
    return np.sqrt(ang_p3) * Qa, np.zeros_like(Pa)


def strengths(states, kappa, Pa, Qa, w):
    f, g = image(kappa, Pa, Qa)
    return (states[1].T @ (w * f) + states[2].T @ (w * g))**2


def analyse(Z, kind, intervals):
    grid = make_grid(Z, intervals)
    r, w = grid[:2]
    Pa, Qa = exact_1s(Z, r)
    result = {}
    for kappa in (1, -2):
        states = solve(Z, kappa, kind, grid)
        result[kappa] = (states[0], strengths(states, kappa, Pa, Qa, w))
    return result


def total(result):
    return sum(s.sum() for _, s in result.values())


def positive(result):
    return sum(s[E > 0].sum() for E, s in result.values())


def levels(Z):
    """Sommerfeld energies of 1s, 2p1/2, 2p3/2."""
    g = np.sqrt(1 - (Z / c)**2)
    return (c**2 * g, c**2 * np.sqrt((1 + g) / 2),
            c**2 * np.sqrt(1 - (Z / (2 * c))**2))


def w_formula(Z):
    g = np.sqrt(1 - (Z / c)**2)
    return c**2 * Z**2 / 3 + 4 * Z**4 / (3 * g * (2 * g - 1))


def w_direct(Z, r, w):
    """Quarter of |(h + E_1s) alpha_x 1s|^2 from the radial operator."""
    g = np.sqrt(1 - (Z / c)**2)
    E = c**2 * g
    Pa, Qa = exact_1s(Z, r)
    log_slope = g / r - Z
    V = -Z / r
    value = 0.0
    for kappa in (1, -2):
        F, G = image(kappa, Pa, Qa)
        up = (V + c**2 + E) * F + c * (-log_slope + kappa / r) * G
        low = c * (log_slope + kappa / r) * F + (V - c**2 + E) * G
        value += w @ (up**2 + low**2) / 4
    return value


# ---- hydrogenlike zirconium ion -------------------------------------------
Z, N = 40, 60
zeta = Z / c
g = np.sqrt(1 - zeta**2)
E1s, E2p1, E2p3 = levels(Z)
middle = (E1s + E2p1) / 2
balanced = analyse(Z, "balanced", N)
plain = analyse(Z, "plain", N)
grid = make_grid(Z, N)
r, w = grid[:2]

# Energies from the balanced basis against the Sommerfeld formula
num_2p1 = balanced[1][0][balanced[1][0] > 0][0]
num_2p3 = balanced[-2][0][balanced[-2][0] > 0][0]
assert abs(num_2p1 - E2p1) < 1e-4 * (c**2 - E2p1)
assert abs(num_2p3 - E2p3) < 1e-4 * (c**2 - E2p3)

# Min-max lower bound on the lowest kappa = +1 level of the balanced basis
eps = E2p1 - c**2
floor = c**2 + 2 * c**2 * eps / (2 * c**2 + eps)
assert num_2p1 > floor

# Closure with the analytic 1s, in total and by channel
assert abs(total(balanced) - 1) < 1e-5
assert abs(total(plain) - 1) < 1e-5
channel_p1 = (1 + g) / 2 + (1 - g) / 18
channel_p3 = 8 / 9 * (1 - g) / 2
assert abs(balanced[1][1].sum() - channel_p1) < 1e-5
assert abs(balanced[-2][1].sum() - channel_p3) < 1e-5

# Algebraic closure with the 1s eigenvector of the plain basis itself
s_states = solve(Z, -1, "plain", grid)
pick = np.argmin(abs(s_states[0] - E1s))
own_P, own_Q = s_states[1][:, pick], s_states[2][:, pick]
own_total = sum(strengths(solve(Z, k, "plain", grid), k, own_P, own_Q, w).sum()
                for k in (1, -2))
assert abs(own_total - 1) < 1e-9

# Convergence of the closure deficit in the balanced basis
sizes = (6, 12, 24, 60)
deficits = [1 - total(analyse(Z, "balanced", n)) for n in sizes]
assert deficits[0] > abs(deficits[-1])

# Levels in the gap well below 2p1/2 have no physical counterpart
gap = {}
for name, res in (("balanced", balanced), ("plain", plain)):
    E, s = res[1]
    mask = (E > -0.9 * c**2) & (E < middle)
    gap[name] = (int(mask.sum()), s[mask].sum(), E[E > 0][0])
assert gap["balanced"][0] == 0

# Positive-energy share: basis independence, norm of w, and bound
S_plus = positive(balanced)
S_minus = total(balanced) - S_plus
assert abs(positive(plain) / S_plus - 1) < 2e-2
W_num = w_direct(Z, r, w)
assert abs(W_num / w_formula(Z) - 1) < 1e-4

scan = []
for charge in (5, 10, 20, 40):
    res = balanced if charge == Z else analyse(charge, "balanced", N)
    share = positive(res)
    z2 = (charge / c)**2
    e1, e2, _ = levels(charge)
    bound = 4 * w_formula(charge) / (e1 + e2)**2
    ratio = share / (z2 / 3)
    assert abs(total(res) - 1) < 1e-5
    assert share < bound
    assert abs(ratio - 1) < 10 * z2
    scan.append((charge, z2, share, ratio, bound))
assert abs(scan[0][3] - 1) < abs(scan[-1][3] - 1)


def ev(energy):
    return (energy - c**2) * HARTREE_EV


print(f"nuclear charge Z = {Z}, zeta = {zeta:.6f}, gamma = {g:.6f}")
print(f"rest energy c^2 = {c**2 * HARTREE_EV:.1f} eV")
print(f"box radius = {BOX / Z * BOHR_A:.5f} angstrom")
print(f"spline degree = {DEGREE}, intervals = {N}")
print(f"kappa=+1 states: balanced {len(balanced[1][0])}, "
      f"plain {len(plain[1][0])}")
print("energies below are relative to +c^2")
print(f"1s Sommerfeld = {ev(E1s):.3f} eV")
print(f"1s plain basis = {ev(s_states[0][pick]):.3f} eV")
print(f"2p1/2 Sommerfeld = {ev(E2p1):.3f} eV, balanced = {ev(num_2p1):.3f} eV")
print(f"2p3/2 Sommerfeld = {ev(E2p3):.3f} eV, balanced = {ev(num_2p3):.3f} eV")
print(f"min-max floor for kappa=+1, balanced = {ev(floor):.3f} eV")
print(f"angular factors: {ang_upper:.6f}, {ang_lower:.6f}, {ang_p3:.6f}")
print(f"closure sum, balanced, analytic 1s = {total(balanced):.10f}")
print(f"closure sum, plain, analytic 1s = {total(plain):.10f}")
print(f"plain, own 1s: |sum - 1| = {abs(own_total - 1):.1e}")
for n, d in zip(sizes, deficits):
    print(f"balanced closure deficit, {n} intervals = {d:.2e}")
print(f"p1/2 channel: sum = {balanced[1][1].sum():.7f}, "
      f"formula = {channel_p1:.7f}")
print(f"p3/2 channel: sum = {balanced[-2][1].sum():.7f}, "
      f"formula = {channel_p3:.7f}")
print(f"gap window: {ev(-0.9 * c**2):.1f} eV to {ev(middle):.3f} eV")
for name in ("balanced", "plain"):
    count, weight, low = gap[name]
    print(f"{name}: kappa=+1 levels in gap window = {count}")
    print(f"{name}: their closure weight = {weight:.2e}")
    print(f"{name}: lowest positive kappa=+1 level = {ev(low):.3f} eV")
print(f"positive-energy share, balanced = {S_plus:.7f}")
print(f"positive-energy share, plain = {positive(plain):.7f}")
print(f"negative-energy share, balanced = {S_minus:.7f}")
for kappa, name in ((1, "p1/2"), (-2, "p3/2")):
    E, s = balanced[kappa]
    print(f"{name}: positive part = {s[E > 0].sum():.7f}, "
          f"2p level alone = {s[E > 0][0]:.7f}")
print(f"W/c^4: direct = {W_num / c**4:.8f}, formula = {w_formula(Z) / c**4:.8f}")
print("Z, zeta^2, S_plus, S_plus/(zeta^2/3), upper bound (pure numbers)")
for charge, z2, share, ratio, bound in scan:
    print(f"{charge:3d} {z2:.7f} {share:.8f} {ratio:.6f} {bound:.8f}")
print("done: every assertion held")
```

Output:

```
nuclear charge Z = 40, zeta = 0.291894, gamma = 0.956451
rest energy c^2 = 510999.0 eV
box radius = 0.52918 angstrom
spline degree = 7, intervals = 60
kappa=+1 states: balanced 131, plain 130
energies below are relative to +c^2
1s Sommerfeld = -22253.676 eV
1s plain basis = -22253.676 eV
2p1/2 Sommerfeld = -5594.039 eV, balanced = -5594.039 eV
2p3/2 Sommerfeld = -5471.571 eV, balanced = -5471.571 eV
min-max floor for kappa=+1, balanced = -5624.827 eV
angular factors: -0.333333, 1.000000, 0.888889
closure sum, balanced, analytic 1s = 1.0000000000
closure sum, plain, analytic 1s = 1.0000000000
plain, own 1s: |sum - 1| = 8.9e-16
balanced closure deficit, 6 intervals = 1.10e-02
balanced closure deficit, 12 intervals = 3.92e-04
balanced closure deficit, 24 intervals = 1.33e-07
balanced closure deficit, 60 intervals = 2.58e-14
p1/2 channel: sum = 0.9806447, formula = 0.9806447
p3/2 channel: sum = 0.0193553, formula = 0.0193553
gap window: -970898.0 eV to -13923.857 eV
balanced: kappa=+1 levels in gap window = 0
balanced: their closure weight = 0.00e+00
balanced: lowest positive kappa=+1 level = -5594.039 eV
plain: kappa=+1 levels in gap window = 1
plain: their closure weight = 7.07e-21
plain: lowest positive kappa=+1 level = -22253.676 eV
positive-energy share, balanced = 0.0253488
positive-energy share, plain = 0.0253488
negative-energy share, balanced = 0.9746512
p1/2: positive part = 0.0071324, 2p level alone = 0.0021689
p3/2: positive part = 0.0182164, 2p level alone = 0.0043890
W/c^4: direct = 0.03948618, formula = 0.03948618
Z, zeta^2, S_plus, S_plus/(zeta^2/3), upper bound (pure numbers)
  5 0.0013313 0.00044222 0.996518 0.00044650
 10 0.0053251 0.00175320 0.987696 0.00181922
 20 0.0213005 0.00682060 0.960623 0.00782953
 40 0.0852022 0.02534879 0.892540 0.04172930
done: every assertion held
```
